# How a first-spacer error changes the spaces in self-aligned quadruple patterning

## Problem

Self-aligned quadruple patterning turns one printed line into four finer ones. A first core of width $m$ is printed in every period $P$. A conformal film of thickness $s$ is deposited and etched back vertically, so that it remains on the two core walls as first spacers. The core is removed, and a vertical etch copies the spacers into a layer below, where they become two second cores. The steps are then repeated with a film of thickness $w$. When the second cores have been removed, the second spacers are the final lines.

Assume that all walls are vertical, that each film has the same thickness on every wall, and that the copying etch changes no width. All gaps stay open.

(a) Find the four spaces between final lines in one period.

(b) Which $s$ and $m$ make all four spaces equal, for given $P$ and $w$?

(c) The first film is deposited with thickness $s+e$ instead of $s$, while $P$, $m$ and $w$ are held fixed. Show that two of every four spaces widen by $e$, one is unchanged and one narrows by $2e$. Explain why in terms of which lines move.

(d) Take $P=128$ nm, $w=12$ nm and $e=1$ nm. Find the spaces. How large may $|e|$ be if no space may change by more than a tenth of its width, and at what $e$ does a space close?

## Hints

1. Put $x=0$ at the middle of a first core and write down the position of every wall. The pattern is symmetric about $x=0$, so the side $x>0$ is enough.
2. A spacer grows outward from the wall that carries it. A second core has two walls, and each of them carries a final line.
3. Ask which walls of the second cores know about $s$.
4. One of the four spaces lies between lines that belong to neighbouring first cores. Use the period to find the far edge of that space.

## Solution

### (a) The four spaces

The first core fills $|x|<m/2$. Its right wall, at $x=m/2$, carries a first spacer of thickness $s$, so the second core on the right fills

$$\frac m2<x<\frac m2+s .$$

Its inner wall stands where the first core ended, whatever the value of $s$. Its outer wall is set by the film.

The second film grows away from both walls. It leaves an inner line and an outer line:

$$\text{inner: } \frac m2-w<x<\frac m2,\qquad \text{outer: } \frac m2+s<x<\frac m2+s+w .$$

The mirror images of these two lines lie at $x<0$. There are three kinds of space.

The space left by a removed second core runs from $m/2$ to $m/2+s$. There is one on each side, both of width

$$A=s .$$

The space inside the old first core lies between the two inner lines, from $-(m/2-w)$ to $m/2-w$:

$$B=2\left(\frac m2-w\right)=m-2w .$$

The space between neighbouring groups begins at the outer edge of the outer line, $x=m/2+s+w$. The next first core is centred at $x=P$, and by symmetry its left outer line begins at $x=P-(m/2+s+w)$. The difference is

$$C=P-2\left(\frac m2+s+w\right)=P-m-2s-2w .$$

Four lines and four spaces must fill the period:

$$2A+B+C+4w=2s+(m-2w)+(P-m-2s-2w)+4w=P .$$

From left to right across a period the spaces are $A,B,A,C$. They are open if $s>0$, $m>2w$ and $P>m+2s+2w$.

### (b) Equal spaces

Let $p=P/4$ be the final pitch. Four equal spaces and four lines of width $w$ fill $4p$, so each space must be $p-w$. From $A=p-w$,

$$s=p-w ,$$

and from $B=m-2w=p-w$,

$$m=p+w .$$

The third space then has no freedom left, and it comes out right:

$$C=4p-(p+w)-2(p-w)-2w=(4-1-2)p+(-1+2-2)w=p-w .$$

### (c) The effect of the error

Replace $s$ by $s+e$ and keep $P$, $m$ and $w$. The new spaces are

$$A'=s+e,\qquad B'=m-2w,\qquad C'=P-m-2(s+e)-2w=C-2e .$$

The changes are therefore

$$\Delta A=e\ \text{(twice)},\qquad \Delta B=0,\qquad \Delta C=-2e ,$$

which is the result to be shown. It does not require an equal-space design, since the values of $s$, $m$ and $w$ have dropped out. For a film that is too thin, $e<0$, and the words "widen" and "narrow" change places.

The inner lines stand on walls inherited from the first core, so they stay where they were, and $B$ between them cannot change. Each outer line stands on the outer surface of the first film and moves away from its core by $e$. This opens the space behind it by $e$. The space in front of it is entered from both sides, because the outer line of the neighbouring group moves the opposite way, so it loses $2e$. The line widths stay at $w$ and the period is fixed, so the changes must add to zero: $e+0+e-2e=0$.

In a design with equal spaces, the difference between the widest and the narrowest space becomes $3|e|$, and the root-mean-square change is

$$\sqrt{\frac{e^2+0+e^2+(2e)^2}{4}}=|e|\sqrt{\frac32} .$$

The average space is unchanged, so a measurement of the average alone would not reveal the error.

### (d) Numbers

The final pitch is $p=128/4=32$ nm. Part (b) gives $s=32-12=20$ nm, $m=32+12=44$ nm and a designed space of 20 nm. With $e=1$ nm,

$$A'=21\ \text{nm},\qquad B'=44-24=20\ \text{nm},\qquad C'=128-44-42-24=18\ \text{nm}.$$

The spread is 3 nm and the root-mean-square change is 1.2 nm. The numerical output below gives the same spaces, 21, 20, 21 and 18 nm, measured on a simulated sequence of deposition, etch-back and core removal.

A tenth of a space is 2 nm. The most sensitive space changes by $2|e|$, so $|e|\le 1$ nm, or 5 percent of $s$. This limit holds if the first film is the sole source of error. Errors in $m$ or $w$ also change the last space, and depending on their signs they add to the effect of $e$ or partly cancel it. A core 1 nm too narrow, for example, shifts the allowed range to $-0.5\le e\le1.5$ nm. If the signs are not known in advance, part of the 2 nm must be set aside for these errors.

The space $C'=20\ \text{nm}-2e$ closes at $e=10$ nm. There two outer lines touch and the law of part (c) ends. At $e=11$ nm the formula would give $-2$ nm, which means that the two lines overlap by 2 nm. They form one line of width $2\times12-2=22$ nm, and three spaces remain in the period. A film that is too thin closes the two spaces $A'=20\ \text{nm}+e$ only at $e=-20$ nm, when no first film is left.

### The model beside a real process

These are round, rough typical values for the patterning of silicon fins with 193 nm immersion lithography; finished fins are often narrower than the 12 nm lines used here. With numerical aperture 1.35, the finest pitch that two interfering beams can print is $193/(2\times1.35)=71.5$ nm. Halving it once gives about 36 nm, still above 32 nm, so one doubling is not enough, while the 128 nm pitch of the first cores can be printed. Real processes break the assumption that the first film is the sole error. A core 1 nm too wide changes the spaces $A,B,A,C$ by $0,+1,0,-1$ nm. A second film that is also 5 percent too thick, by 0.6 nm, changes them by $0,-1.2,0,-1.2$ nm. If the copying etch removes 0.5 nm from each wall of the second cores, the changes are $-1,+1,-1,+1$ nm. Each of these is comparable with the effect of $e$ itself. Random edge roughness and differences in film thickness from wall to wall are left out.

## Variation 1: three errors at once

*The core width is wrong by $g$, the first film by $e$ and the second film by $f$. Can the errors be recovered from the measured spaces?*

Insert $m+g$, $s+e$ and $w+f$ into the formulas of part (a) and subtract the design values:

$$\Delta A=e,\qquad \Delta B=g-2f,\qquad \Delta C=-g-2e-2f .$$

Each line widens by $f$. Adding the four space changes removes $e$ and $g$:

$$2\Delta A+\Delta B+\Delta C=2e+(g-2f)+(-g-2e-2f)=-4f .$$

Hence

$$e=\Delta A,\qquad f=-\frac{2\Delta A+\Delta B+\Delta C}{4},\qquad g=\Delta B+2f .$$

As an example, let the changes of $A,B,A,C$ be $1.0,\ 2.0,\ 1.0,\ -1.6$ nm. Their sum is 2.4 nm, so $f=-0.6$ nm. Then $g=2.0-1.2=0.8$ nm and $e=1.0$ nm. These are the errors that were put into the simulated pattern.

The formulas assume that no other error is present. A copying etch that removes 0.5 nm from each wall of the second cores changes the spaces by $-1,+1,-1,+1$ nm, and the formulas would read this as $e=-1$ nm, $g=1$ nm and $f=0$.

The recovery requires knowing which space is which. When $\Delta B=\Delta C$, even the two $A$ spaces cannot be told from the list: the changes $-1,+1,-1,+1$ nm, read one place further on, give $e=1$ nm and $g=-1$ nm. The spaces $B$ and $C$ can also be confused. Suppose the changes $1,0,1,-2$ nm are found, but the last space is in truth the one inside the old core. Then $\Delta B=-2$ nm and $\Delta C=0$, and the formulas give $e=1$ nm, $f=0$ and $g=-2$ nm. The same list of widths can thus come from a first-film error alone, or from the same film error together with a core that is 2 nm too narrow.

## Variation 2: sloping core walls

*The first core has height $H$, foot width $m$, and walls at an angle $\theta$ slightly below $90^\circ$, so that it is narrower at the top. The second cores still have vertical walls. How does the response to $e$ change?*

Let $u$ be the horizontal distance outward from the foot of the wall, and $z$ the height. The wall is the line $u=-z\cot\theta$. The film surface is parallel to it at perpendicular distance $s$, which is a horizontal distance $s/\sin\theta$:

$$u=\frac{s}{\sin\theta}-z\cot\theta .$$

The vertical etch-back is taken to stop as soon as the film is cleared from flat surfaces, so it removes a depth $s$ from every column. Outside the foot, film survives where its surface is higher than $z=s$. With $s<H$, the outer edge of the spacer is therefore at

$$u=\frac{s}{\sin\theta}-s\cot\theta=s\,\frac{1-\cos\theta}{\sin\theta}=s\tan\frac\theta2 .$$

Above the sloping wall the film is thicker than $s$ in the vertical direction, so it survives there as well, up to the top edge of the core at $u=-H\cot\theta$. The vertical copying etch transfers the outline seen from above. The second core, and with it the space it leaves, has the width

$$A=H\cot\theta+s\tan\frac\theta2 .$$

The inner edges have moved inward by $H\cot\theta$, and the outer edges now stand at $s\tan(\theta/2)$ from the foot:

$$B=m-2H\cot\theta-2w,\qquad C=P-m-2s\tan\frac\theta2-2w .$$

Replacing $s$ by $s+e$ gives

$$\Delta A=e\tan\frac\theta2,\qquad \Delta B=0,\qquad \Delta C=-2e\tan\frac\theta2 .$$

The pattern of the response survives, reduced by a common factor that tends to 1 for vertical walls. This factor belongs to an etch-back whose depth follows the film thickness, from $s$ to $s+e$. If the etch depth is fixed and larger than the film thickness, the outer edges move by $e/\sin\theta$ instead, and the factor does not apply. In that case the thin tip of the spacer at the top edge of the core is etched away over a horizontal distance of about $(D-s)\cot\theta$ for a depth $D$. The inner edges then move inward by about $e\cot\theta$, so $\Delta B\approx-2e\cot\theta$, which is $-0.035$ nm per nm at $89^\circ$. For $\theta=89^\circ$ the factor is 0.983. The simulated pattern gives a response of 0.982 for the first space and $-1.965$ for the last, in nm per nm of film error.

The slope matters more for the spaces themselves. With $H=60$ nm and no film error, they differ from 20 nm by about $+0.7,-2.1,+0.7,+0.7$ nm. One degree of slope therefore shifts one space by as much as a first-film error of 1 nm does, but it is the space inside the old core, which the film error leaves alone. These numbers hold for an etch-back that stops at clearing. An over-etch shifts them: with a depth of 30 nm instead of 20 nm they become about $+0.35,-1.7,+0.35,+1.0$ nm.

## Computed results

```
INPUTS (rough typical values)
wavelength: 193 nm; numerical aperture: 1.35
first-core pitch P: 128 nm
second-spacer thickness w: 12 nm
first-spacer error e: 1.0 nm
DESIGN
smallest single-exposure pitch: 71.5 nm
half of that, by pitch doubling: 35.7 nm
final pitch p: 32 nm; designed space: 20 nm
first-spacer thickness s: 20 nm
first-core width m: 44 nm
SIMULATED PATTERN (order: second core, first core,
  second core, between groups)
spaces without error: 20.00  20.00  20.00  20.00 nm
spaces with error e: 21.00  20.00  21.00  18.00 nm
changes of spaces: 1.00  0.00  1.00  -2.00 nm
line widths with error e: 12.00  12.00  12.00  12.00 nm
line shifts, left to right: -1.00  0.00  0.00  1.00 nm
widest minus narrowest space: 3.00 nm
rms change of the spaces: 1.225 nm
LIMITS
allowed change, a tenth of a space: 2.0 nm
largest allowed |e|: 1.0 nm
the same relative to s: 5.0 percent
error e that closes one space: 10.0 nm
spaces left 1 nm beyond closure: 3
width of the merged line there: 22.00 nm
MIXED ERRORS
e = 1.0, g = 0.8, f = -0.6 nm
changes of spaces: 1.00  2.00  1.00  -1.60 nm
NEGLECTED EFFECTS, each alone (changes of spaces)
core error g = 1.0 nm: 0.00  1.00  0.00  -1.00 nm
second-spacer error f = 0.6 nm: 0.00  -1.20  0.00  -1.20 nm
copy loss 0.5 nm per wall: -1.00  1.00  -1.00  1.00 nm
core height: 60 nm; wall angle: 89 degrees
sloping walls: 0.70  -2.10  0.70  0.70 nm
tan(angle/2), response factor: 0.9827
simulated response of first space: 0.982 nm per nm
simulated response of last space: -1.965 nm per nm
```
